# Axial Electric Fields of Radially and Azimuthally Polarized Pupils

A lens focuses monochromatic light, with time factor \(e^{-i\omega t}\), into a homogeneous, isotropic, lossless medium of index \(n\). The geometric focus is the origin, the optical axis is \(z\), and light travels towards \(+z\). The field in the pupil is fully coherent. It is either radially polarized, along the outward unit vector \(\hat{\mathbf p}\), or azimuthally polarized, along \(\hat{\boldsymbol\phi}\):

\[
\hat{\mathbf p}=(\cos\phi,\sin\phi,0),\qquad
\hat{\boldsymbol\phi}=(-\sin\phi,\cos\phi,0).
\]

Here \(\phi\) is the azimuth of the pupil point. The ray from that point makes an angle \(\theta\le\alpha<90^\circ\) with the axis, and \(\mathrm{NA}=n\sin\alpha\). The complex pupil weight is \(P\), with \(P=1\) for a uniform pupil. The vacuum wavelength is \(\lambda\), and \(k=2\pi n/\lambda\).

## (a) Express the focal field as a sum of plane waves

**Question.** Find the direction, polarization and weight of the plane wave that each pupil point supplies.

**Solution.** A ray from azimuth \(\phi\) must travel inwards to reach the focus, so its direction is

\[
\mathbf s=-\sin\theta\,\hat{\mathbf p}+\cos\theta\,\hat{\mathbf z}.
\]

An ideal lens turns the ray, and the field with it, within the plane of \(\hat{\mathbf p}\) and \(\hat{\mathbf z}\). This rotation takes \(\hat{\mathbf z}\) into \(\mathbf s\). It therefore acts as

\[
\hat{\mathbf p}\to\mathbf e_r=\cos\theta\,\hat{\mathbf p}+\sin\theta\,\hat{\mathbf z},
\qquad
\hat{\boldsymbol\phi}\to\hat{\boldsymbol\phi}.
\]

Both results are perpendicular to \(\mathbf s\); for the first, \(\mathbf s\cdot\mathbf e_r=-\sin\theta\cos\theta+\cos\theta\sin\theta=0\).

The amplitude follows from energy conservation. An aplanatic lens of focal length \(f\) obeys the sine condition: pupil radius \(h=f\sin\theta\), so \(dh=f\cos\theta\,d\theta\). Equating the power in a ray tube before and after the lens gives

\[
n_{\rm in}|E_{\rm in}|^2h\,dh\,d\phi
=n|E_{\rm out}|^2f^2\sin\theta\,d\theta\,d\phi .
\]

The left side equals \(n_{\rm in}|E_{\rm in}|^2f^2\sin\theta\cos\theta\,d\theta\,d\phi\), whence \(|E_{\rm out}|=|E_{\rm in}|\sqrt{n_{\rm in}/n}\,\sqrt{\cos\theta}\). The weight is thus \(g=\sqrt{\cos\theta}\,P\), apart from a constant.

This is the field on a large sphere around the focus. To continue it inwards, try a superposition \(\int\mathbf b(\mathbf s')e^{ik\mathbf s'\cdot\mathbf r}d\Omega'\). At \(\mathbf r=-R\mathbf s\), with \(kR\) large, the integral comes mainly from directions at small angles \(\delta\) to \(\mathbf s\), where \(\mathbf s\cdot\mathbf s'\simeq1-\delta^2/2\). It becomes

\[
\mathbf b(\mathbf s)e^{-ikR}\int e^{ikR\delta^2/2}d^2\delta
=\frac{2\pi i}{kR}\,\mathbf b(\mathbf s)e^{-ikR}.
\]

This is a converging spherical wave. Matching it to the lens field makes \(\mathbf b\) a constant times \(g\) times the polarization vector. Dropping that constant, we have the Debye-Wolf integral

\[
\mathbf E(\mathbf r)=\int_0^\alpha\!d\theta\,\sin\theta
\int_0^{2\pi}\!d\phi\;g\,\mathbf e\,e^{ik\mathbf s\cdot\mathbf r},
\]

where \(\mathbf e\) is \(\mathbf e_r\) or \(\hat{\boldsymbol\phi}\). The match neglects diffraction at the pupil edge and requires a large Fresnel number.

## (b) Find the field on the axis when the weight depends on \(\theta\) alone

**Question.** Which components can survive at \(\mathbf r=(0,0,z)\)? Use symmetry first, then integrate.

**Solution.** Write \(\mathbf a(\mathbf s)=g\mathbf e\). For a rotation \(R\) about the axis, both pupils satisfy \(\mathbf a(R\mathbf s)=R\mathbf a(\mathbf s)\). Substituting \(\mathbf s=R\mathbf s'\), and using \(R\mathbf s'\cdot R\mathbf r=\mathbf s'\cdot\mathbf r\),

\[
\mathbf E(R\mathbf r)
=\int\mathbf a(R\mathbf s')e^{ik\mathbf s'\cdot\mathbf r}d\Omega'
=R\,\mathbf E(\mathbf r).
\]

A half turn leaves an axial point where it is but reverses every transverse vector. Hence \(\mathbf E_\perp=-\mathbf E_\perp=0\) for both pupils.

A mirror \(M\) containing the axis separates the two cases. The radial pupil is even, \(\mathbf a(M\mathbf s)=M\mathbf a(\mathbf s)\), and \(E_z\) is allowed. The azimuthal pupil is odd, \(\mathbf a(M\mathbf s)=-M\mathbf a(\mathbf s)\), so \(E_z=-E_z=0\) on the axis.

Direct integration agrees. On the axis the phase is \(kz\cos\theta\), independent of \(\phi\), while \(\hat{\mathbf p}\) and \(\hat{\boldsymbol\phi}\) average to zero over a full circle. What remains is

\[
\mathbf E_{\rm rad}(0,0,z)=2\pi\hat{\mathbf z}
\int_0^\alpha g(\theta)\sin^2\theta\,e^{ikz\cos\theta}d\theta,
\qquad
\mathbf E_{\rm az}(0,0,z)=0.
\]

One factor \(\sin\theta\) is the solid angle; the other is the longitudinal part of \(\mathbf e_r\). For uniform phase, \(g\) can be taken positive. The integrand at \(z=0\) is then positive, so the radial field at the focus is not zero.

The phase need not be uniform in \(\theta\). Defocus and rotationally symmetric spherical aberration preserve the direction of the field, although they can reduce its size.

## (c) Decide whether uniform phase is sufficient

**Question.** Allow \(g\) to depend on \(\phi\). Which part of it produces a transverse field on the axis?

**Solution.** Expand \(g(\theta,\phi)=\sum_m g_m(\theta)e^{im\phi}\). The combinations \(E_x\pm iE_y\) are convenient because

\[
p_x\pm ip_y=e^{\pm i\phi},\qquad
\phi_x\pm i\phi_y=\pm i\,e^{\pm i\phi}.
\]

The azimuthal integral selects \(m=\mp1\). For the radial pupil,

\[
E_x\pm iE_y=2\pi\int_0^\alpha
g_{\mp1}\sin\theta\cos\theta\,e^{ikz\cos\theta}d\theta,
\]

and for the azimuthal pupil,

\[
E_x\pm iE_y=\pm2\pi i\int_0^\alpha
g_{\mp1}\sin\theta\,e^{ikz\cos\theta}d\theta.
\]

With \(u=\cos\theta\), each is a Fourier integral over a finite range of \(u\). It vanishes for every \(z\) if and only if \(g_1\) and \(g_{-1}\) vanish (almost everywhere). Uniform phase alone does not ensure this: the amplitude must be balanced too. Invariance under a half turn, \(g(\theta,\phi+\pi)=g(\theta,\phi)\), is sufficient, since it removes every odd \(m\).

Take \(P=1+\varepsilon\cos\phi\), with \(0<\varepsilon<1\). Its phase is uniform, but \(g_{\pm1}=\varepsilon\sqrt{\cos\theta}/2\). At the focus the formulas give

\[
E_x^{\rm rad}=\pi\varepsilon\int_0^\alpha\sqrt{\cos\theta}\,\sin\theta\cos\theta\,d\theta,
\qquad
E_y^{\rm az}=\pi\varepsilon\int_0^\alpha\sqrt{\cos\theta}\,\sin\theta\,d\theta .
\]

Neither is zero. A vortex phase \(P=e^{i\phi}\) fails more severely. It contains \(m=1\) alone, so for the radial pupil \(E_x+iE_y=0\), while \(E_x-iE_y\ne0\) at the focus. The field there is circularly polarized and transverse; \(E_z\), which needs \(g_0\), is zero.

Coherence is equally necessary. Two opposite azimuthal waves of unit amplitude have fields \(\hat{\boldsymbol\phi}\) and \(-\hat{\boldsymbol\phi}\) on the axis. Their coherent sum is zero. If they are mutually incoherent, their intensities add to \(1+1=2\).

## (d) Find the field beside the axis and the magnetic field on it

**Question.** Return to \(g=g(\theta)\). Where does the transverse electric field reappear, and how is a longitudinal field compatible with Maxwell's equations?

**Solution.** Let the observation point have cylindrical coordinates \((\rho,\psi,z)\), and put \(\chi=\phi-\psi\). Then

\[
\mathbf s\cdot\mathbf r=-\rho\sin\theta\cos\chi+z\cos\theta,
\]

\[
\hat{\mathbf p}=\cos\chi\,\hat{\boldsymbol\rho}+\sin\chi\,\hat{\boldsymbol\psi},
\qquad
\hat{\boldsymbol\phi}=-\sin\chi\,\hat{\boldsymbol\rho}+\cos\chi\,\hat{\boldsymbol\psi}.
\]

The terms in \(\sin\chi\) integrate to zero because they are odd. The definition of \(J_0\), and its derivative \(J_0'=-J_1\), give

\[
\int_0^{2\pi}e^{-ix\cos\chi}d\chi=2\pi J_0(x),\qquad
\int_0^{2\pi}\cos\chi\,e^{-ix\cos\chi}d\chi=-2\pi iJ_1(x).
\]

With \(x=k\rho\sin\theta\), the radial pupil produces

\[
E_\rho=-2\pi i\int_0^\alpha g\sin\theta\cos\theta\,J_1(x)e^{ikz\cos\theta}d\theta,
\]
\[
E_z=2\pi\int_0^\alpha g\sin^2\theta\,J_0(x)e^{ikz\cos\theta}d\theta .
\]

The azimuthal pupil produces the single component

\[
E_\psi=-2\pi i\int_0^\alpha g\sin\theta\,J_1(x)e^{ikz\cos\theta}d\theta .
\]

Near the axis \(J_1(x)\simeq x/2\), so \(E_\rho\) grows linearly with \(\rho\). Its divergence there is

\[
\frac1\rho\frac{\partial(\rho E_\rho)}{\partial\rho}
=-2\pi ik\int_0^\alpha g\sin^2\theta\cos\theta\,e^{ikz\cos\theta}d\theta
=-\frac{\partial E_z}{\partial z}.
\]

Thus \(\nabla\cdot\mathbf E=0\). Each plane wave is transverse to its own direction \(\mathbf s\), but their sum need not be transverse to the optical axis.

Faraday's law, \(\nabla\times\mathbf E=i\omega\mathbf B\), gives \(\mathbf B=(n/c)\,\mathbf s\times\mathbf E\) for each plane wave, where \(c\) is the speed of light. Since \(\hat{\mathbf p}\times\hat{\boldsymbol\phi}=\hat{\mathbf z}\), cyclically,

\[
\mathbf s\times\mathbf e_r=(\sin^2\theta+\cos^2\theta)\hat{\boldsymbol\phi}=\hat{\boldsymbol\phi},
\qquad
\mathbf s\times\hat{\boldsymbol\phi}=-(\cos\theta\,\hat{\mathbf p}+\sin\theta\,\hat{\mathbf z})=-\mathbf e_r .
\]

The two pupils therefore exchange roles. On the axis the radial pupil has no magnetic field, and the azimuthal pupil has a purely longitudinal one. In both cases one of \(\mathbf E\) and \(\mathbf B\) vanishes, so the axial energy flux is zero even where the electric energy density is large.

## (e) Compare the radial focus with a linearly polarized focus

**Question.** Both pupils are uniform and carry the same power. Find the ratio \(\eta\) of their values of \(|\mathbf E|^2\) at the focus, and its small-angle limit.

**Solution.** Decompose the linear input as \(\hat{\mathbf x}=\cos\phi\,\hat{\mathbf p}-\sin\phi\,\hat{\boldsymbol\phi}\). After the lens its \(x\) component is \(\cos\theta\cos^2\phi+\sin^2\phi\), which integrates over \(\phi\) to \(\pi(1+\cos\theta)\). The \(y\) component, \((\cos\theta-1)\sin\phi\cos\phi\), and the \(z\) component, \(\sin\theta\cos\phi\), integrate to zero. Define

\[
K_0=\int_0^\alpha\sqrt{\cos\theta}\,\sin^2\theta\,d\theta,
\qquad
L=\int_0^\alpha\sqrt{\cos\theta}\,\sin\theta(1+\cos\theta)d\theta .
\]

The focal amplitudes are \(2\pi K_0\) and \(\pi L\), so

\[
\eta=\left(\frac{2K_0}{L}\right)^2.
\]

For small \(\alpha\), \(K_0\simeq\int_0^\alpha\theta^2d\theta=\alpha^3/3\) and \(L\simeq\int_0^\alpha2\theta\,d\theta=\alpha^2\). Hence

\[
\eta\simeq\frac{4\alpha^2}{9}\simeq\frac49\sin^2\alpha .
\]

The longitudinal field disappears in the paraxial limit because each ray contributes only a fraction \(\sin\theta\) of its amplitude. At \(\sin\alpha=0.05\), numerical summation of the plane waves gives \(\eta=0.001112\), against \(0.001111\) from the limit.

## (f) Decide whether the radial spot has a bright centre

**Question.** A longitudinal field on the axis does not by itself make the axis the brightest place. Find the condition for a local maximum of \(|\mathbf E|^2\) at the focus.

**Solution.** For the uniform pupil, define

\[
K_1=\int_0^\alpha\sqrt{\cos\theta}\,\sin^2\theta\cos\theta\,d\theta,
\qquad
K_2=\int_0^\alpha\sqrt{\cos\theta}\,\sin^4\theta\,d\theta .
\]

In the focal plane, \(J_0(x)\simeq1-x^2/4\) and \(J_1(x)\simeq x/2\) give

\[
E_z\simeq2\pi\left(K_0-\frac{k^2\rho^2}{4}K_2\right),
\qquad E_\rho\simeq-i\pi k\rho K_1 .
\]

Squaring and keeping terms through \(\rho^2\),

\[
|\mathbf E|^2\simeq4\pi^2\left[K_0^2+\frac{k^2\rho^2}{4}
\left(K_1^2-2K_0K_2\right)\right].
\]

The centre is a local maximum if \(K_1^2<2K_0K_2\). For small \(\alpha\), \(K_0\simeq K_1\simeq\alpha^3/3\) and \(K_2\simeq\alpha^5/5\), so \(2K_0K_2/K_1^2\simeq6\alpha^2/5\ll1\). The centre is then a minimum within the focal plane: the transverse field rises around it faster than the longitudinal field falls. Along the axis the intensity still peaks at \(z=0\), so the focus is a saddle point.

Solving \(K_1^2=2K_0K_2\) numerically gives a transition at \(\sin\alpha=0.734\), or NA 1.06 in a medium of index 1.44. For the same index and a wavelength of 193.4 nm, the computed profile at NA 0.60 has a centre at 0.32 of its brightest value, which lies on a ring of radius about 120 nm. The axial field is still purely longitudinal there.

## (g) Evaluate the spots for water-immersion lithography

**Question.** Take \(\lambda=193.4\) nm, \(n=1.44\) and NA 1.35. Find the central intensity and the spot sizes, and judge what the ideal model leaves out.

**Solution.** The aperture is \(\sin\alpha=1.35/1.44=0.9375\), so \(\alpha=69.6^\circ\). The wavelength in water is \(193.4/1.44=134.3\) nm. Quadrature gives \(K_0=0.34603\) and \(L=0.90124\), hence

\[
\eta=\left(\frac{2\times0.34603}{0.90124}\right)^2=0.590 .
\]

Intensities below mean \(|\mathbf E|^2\) relative to the linear focus at equal power, unless another reference is named. Evaluating the integrals of part (d) over \(\rho\) gives:

- **Radial pupil:** the full width at half maximum is 89 nm. At the half-maximum radius the longitudinal share is 49 %, so the spot as a whole is far from purely longitudinal. The transverse part peaks at 0.171, at radius 58 nm.
- **Azimuthal pupil:** a ring of peak intensity 0.368 and radius 54 nm surrounds the dark centre. Its integrand lacks the factor \(\cos\theta\) that weakens \(E_\rho\) in the radial case.

**Refraction into resist.** Place the surface of a thick resist, of rough index \(n_2=1.70+0.03i\), in the focal plane. With \(n_2\sin\theta_2=n\sin\theta\), the Fresnel coefficients are

\[
t_p=\frac{2n\cos\theta}{n_2\cos\theta+n\cos\theta_2},\qquad
t_s=\frac{2n\cos\theta}{n\cos\theta+n_2\cos\theta_2}.
\]

They depend on \(\theta\) alone, so the symmetry result survives. Just inside the resist, the focal amplitudes become

\[
E_z=2\pi\int_0^\alpha g\sin\theta\,t_p\sin\theta_2\,d\theta,\qquad
E_x^{\rm lin}=\pi\int_0^\alpha g\sin\theta(t_s+t_p\cos\theta_2)d\theta .
\]

Numerically, \(|E_z|^2\) is 0.49 of its value in water without resist. For comparison, continuity of \(n^2E_z\) across the surface gives \((1.44/1.70)^4\simeq0.51\) if the reflected wave and absorption are both ignored. The radial-to-linear ratio falls from 0.59 to 0.36. The transverse part is not weakened in this way, so the 89 nm width holds in water only: just inside the resist the centre is still the brightest point, but the full width at half maximum grows to about 143 nm.

**Film and lens.** At normal incidence, 100 nm of this resist removes \(1-e^{-4\pi(0.03)(100)/193.4}=17.7\,\%\) of the intensity. An assumed 1 % reflectance below the film can raise the local intensity of a normally incident wave by \((1+0.1)^2-1=21\,\%\).

A fourfold reduction lens imaging a small hole also has an object-side angle \(\theta_o\), with \(\sin\theta_o=n\sin\theta/4\). Flux conservation between corresponding plane waves requires \(|A_i|^2\cos\theta=|A_o|^2\cos\theta_o\), up to a constant. For uniform \(A_o\) per unit area of direction cosines, which is \(\cos\theta\,d\Omega\) on the image side, the weight becomes \(\sqrt{\cos\theta\cos\theta_o}\). Applied equally to both polarizations, this changes \(\eta\) in water only from 0.590 to 0.585. The object-side polarization of the light leaving the hole, ignored here, can move \(\eta\) by as much or more: weighting only the \(p\) or only the \(s\) part by a further factor \(\cos\theta_o\) or \(1/\cos\theta_o\), at equal power, gives values between 0.57 and 0.60. With an assumed focal distance \(f=50\) mm, the Fresnel number \(nf\sin^2\alpha/\lambda\) is about \(3\times10^5\), within the regime of part (a).

**Light on the axis of the azimuthal spot.** The following axial intensities are relative to the azimuthal ring peak.

- A 1 % amplitude imbalance, \(\varepsilon=0.01\) in part (c), gives 0.009 %. This field is real, while the ideal field near the axis is imaginary, so the two cannot cancel in the focal plane and the centre of that plane is truly filled; about 200 nm out of focus the minimum near the axis falls almost to zero again.
- Coma of 1 nm rms gives 0.0035 %. Its phase is \(\delta\cos\phi\), with \(\delta=(2\pi/\lambda)(1\,{\rm nm})\sqrt8(3q^3-2q)\) and \(q=\sin\theta/\sin\alpha\). The axial field is \(E_y=2\pi i\int_0^\alpha g\sin\theta J_1(\delta)d\theta\). Coma moves the null and does not fill it. On the line \(y=z=0\), \(E_x=0\) and \(E_y=2\pi i\int_0^\alpha g\sin\theta J_1(\delta-kx\sin\theta)d\theta\), which is purely imaginary and passes through zero 0.20 nm from the axis.
- If 1 % of the power is linearly polarized and incoherent with the rest, the result is \(0.01/(0.99\times0.368)=2.7\,\%\). The size reflects the chosen level: this defect carries 1 % of the power, whereas the imbalance term \(\varepsilon\cos\phi\) above carries only about \(\varepsilon^2/2=0.005\,\%\).

**The real case.** The wavelength, water index and NA are close to those of high-NA ArF immersion scanners; the resist constants are rough, and the defect levels are chosen for illustration. A basic departure is coherence. A scanner normally uses an extended, partially coherent source, and polarization set in its illuminator does not make the whole exit pupil one coherent radial or azimuthal field. For mutually incoherent azimuthal plane waves the axial intensity is the sum of their separate intensities, so the dark centre is lost altogether. The ratio 0.59 and the ring therefore describe a coherently filled pupil, not the image contrast of a scanner.
